\section*{Ultrasoft Secular Equation for an Oscillator with a Displaced Gaussian Projector}

\section*{Problem}

In an ultrasoft pseudopotential the smooth wave function need not carry the whole norm. The missing part is restored by an overlap operator, and the Schr\"odinger equation becomes a generalized eigenvalue problem. This exercise keeps that structure in one dimension, with a single projector and fixed coefficients. A real ultrasoft calculation has several projectors per atom, and its energy coefficients (the analogues of $D$ below) depend on the self-consistent potential, while the augmentation charges are fixed when the pseudopotential is built.

Lengths are measured in $\sqrt{\hbar/(m\omega)}$ and energies in $\hbar\omega$. The harmonic oscillator
\begin{equation}
H_0=\frac{p^2}{2}+\frac{x^2}{2}
\end{equation}
has levels $E_n=n+\tfrac12$ and real normalized eigenfunctions $\phi_n$, $n=0,1,2,\dots$ The projector is a normalized Gaussian with the width of the oscillator ground state, displaced by $a>0$:
\begin{equation}
\beta(x)=\pi^{-1/4}e^{-(x-a)^2/2},\qquad \langle\beta|\beta\rangle=1 .
\end{equation}
The equation to be solved is
\begin{equation}
\bigl(H_0+D|\beta\rangle\langle\beta|\bigr)\psi
=\varepsilon\,S\psi,\qquad S=1+q|\beta\rangle\langle\beta| ,
\label{gep}
\end{equation}
where $D$ is an energy and $q>-1$ is a dimensionless augmentation charge.

\begin{enumerate}
\item[(a)] Derive the secular equation $1+(D-\varepsilon q)\,g(\varepsilon)=0$, identify $g$, and state when its roots are all the eigenvalues.
\item[(b)] Find $g$ as an explicit series.
\item[(c)] For $q>0$, find intervals that contain one root each. Which oscillator levels rise and which fall?
\item[(d)] For $a=1$, $D=1$, $q=0.5$, find the lowest three roots numerically.
\item[(e)] What share of the norm $\langle\psi|S|\psi\rangle$ comes from the augmentation term in each of these states?
\item[(f)] Compare with $q=0$ at the same $D$, and with $a=0$ at the same $D$ and $q$.
\end{enumerate}

\section*{Solution}

\subsection*{(a) The secular equation}

The condition $q>-1$ makes $S$ positive definite. By the Cauchy--Schwarz inequality $|\langle\beta|\psi\rangle|^2\le\langle\psi|\psi\rangle$, so
\begin{equation}
\langle\psi|S|\psi\rangle=\langle\psi|\psi\rangle+q|\langle\beta|\psi\rangle|^2
\ge \min(1,1+q)\,\langle\psi|\psi\rangle>0 .
\end{equation}
Since the operator on the left of (\ref{gep}) is Hermitian, the eigenvalues are real.

Write $c=\langle\beta|\psi\rangle$ and move all projector terms to the right:
\begin{equation}
(H_0-\varepsilon)\psi=-(D-\varepsilon q)\,c\,\beta .
\label{source}
\end{equation}
The projector acts as a source whose strength depends on the energy sought. To solve for $\psi$ we must invert $H_0-\varepsilon$ and later divide by $c$. Both operations need a justification.

Let $b_n=\langle\phi_n|\beta\rangle$. Part (b) shows that $b_n\neq0$ for every $n$ when $a>0$. Assume also that $D\neq qE_n$ for every $n$.

\emph{The number $c$ is not zero.} If $c=0$, equation (\ref{source}) reads $(H_0-\varepsilon)\psi=0$. As the oscillator levels are nondegenerate, $\psi$ is then a multiple of some $\phi_n$, and $c$ is the same multiple of $b_n\neq0$. This is a contradiction.

\emph{No eigenvalue equals $E_n$.} If $\varepsilon=E_n$, the projection of (\ref{source}) on $\phi_n$ gives
\begin{equation}
0=-(D-qE_n)\,c\,b_n .
\end{equation}
The first and last factors are nonzero, so $c=0$, which has just been excluded.

The inverse therefore exists at every eigenvalue, and
\begin{equation}
\psi=-(D-\varepsilon q)\,c\,(H_0-\varepsilon)^{-1}\beta .
\end{equation}
Taking the scalar product with $\beta$ gives $c=-(D-\varepsilon q)\,c\,g(\varepsilon)$, with
\begin{equation}
g(\varepsilon)=\langle\beta|(H_0-\varepsilon)^{-1}|\beta\rangle
=\sum_{n=0}^{\infty}\frac{b_n^2}{E_n-\varepsilon}.
\label{gdef}
\end{equation}
Division by $c$ yields
\begin{equation}
F(\varepsilon)\equiv 1+(D-\varepsilon q)\,g(\varepsilon)=0 .
\label{sec}
\end{equation}

Conversely, let $\varepsilon$ be a root and put $\psi=(H_0-\varepsilon)^{-1}\beta$. Then $\langle\beta|\psi\rangle=g(\varepsilon)$, and
\begin{equation}
(H_0-\varepsilon)\psi+(D-\varepsilon q)\beta\langle\beta|\psi\rangle
=\beta\,\bigl[1+(D-\varepsilon q)g(\varepsilon)\bigr]=0 ,
\end{equation}
which is (\ref{gep}). Under the stated conditions the roots of $F$ are thus all the eigenvalues.

The condition $D\neq qE_n$ cannot be dropped. Suppose $D=qE_k$ for one level $k$. The source strength vanishes at $\varepsilon=E_k$, and $\phi_k$ solves (\ref{gep}) unchanged. Yet $D-\varepsilon q=q(E_k-\varepsilon)$, so the zero cancels the pole:
\begin{equation}
F(\varepsilon)=1+q\,b_k^2+q(E_k-\varepsilon)\sum_{n\ne k}\frac{b_n^2}{E_n-\varepsilon}
\;\longrightarrow\;1+q\,b_k^2\quad(\varepsilon\to E_k).
\end{equation}
This limit is positive, because $q>-1$ and $b_k^2<1$. The eigenvalue $E_k$ exists but is not a root of $F$, and must be added by hand.

\subsection*{(b) The series for $g$}

The oscillator functions and the generating function of the Hermite polynomials are
\begin{equation}
\phi_n(x)=\frac{\pi^{-1/4}}{\sqrt{2^n n!}}\,H_n(x)\,e^{-x^2/2},\qquad
e^{2xt-t^2}=\sum_{n=0}^{\infty}H_n(x)\frac{t^n}{n!}.
\end{equation}
Expand the square in the exponent of $\beta$ and split $a^2/2$ into two equal parts:
\begin{equation}
\beta(x)=\pi^{-1/4}e^{-x^2/2}\,e^{-a^2/4}\,e^{ax-a^2/4}.
\end{equation}
The last factor is the generating function at $t=a/2$. Hence
\begin{align}
\beta(x)&=e^{-a^2/4}\sum_n\frac{(a/2)^n}{n!}\,\pi^{-1/4}H_n(x)e^{-x^2/2}\nonumber\\
&=e^{-a^2/4}\sum_n\frac{(a/2)^n}{n!}\sqrt{2^n n!}\;\phi_n(x)
=e^{-a^2/4}\sum_n\frac{(a/\sqrt2)^n}{\sqrt{n!}}\;\phi_n(x).
\end{align}
The coefficient of $\phi_n$ is $b_n$, which is positive for $a>0$. Its square is a Poisson weight:
\begin{equation}
w_n\equiv b_n^2=e^{-\lambda}\frac{\lambda^n}{n!},\quad \lambda=\frac{a^2}{2},
\qquad
g(\varepsilon)=e^{-\lambda}\sum_{n=0}^{\infty}\frac{\lambda^n}{n!}\,\frac{1}{n+\frac12-\varepsilon}.
\label{weights}
\end{equation}
The weights sum to one, as the normalization of $\beta$ requires. A Gaussian of another width would change the $w_n$ but not (\ref{sec}); one would then have to check anew that no overlap vanishes.

\subsection*{(c) Where the roots lie}

Let $q>0$. At $\varepsilon=D/q$ the source strength vanishes and $F=1$, so this point is not a root. Elsewhere we may divide $F$ by $D-\varepsilon q$, and the roots are the zeros of
\begin{equation}
h(\varepsilon)=g(\varepsilon)+\frac{1}{D-\varepsilon q}.
\end{equation}
Its singularities are the levels $E_n$ and the point $D/q$. Between them
\begin{equation}
h'(\varepsilon)=\sum_n\frac{w_n}{(E_n-\varepsilon)^2}+\frac{q}{(D-\varepsilon q)^2}>0 .
\end{equation}
Just above each singularity $h\to-\infty$, and just below each one $h\to+\infty$. A continuous function that rises steadily from $-\infty$ to $+\infty$ has one zero. Below the lowest singularity every term of $h$ is positive, so there is no zero. Therefore each gap between neighbouring members of the ordered set $\{E_0,E_1,\dots\}\cup\{D/q\}$ holds exactly one eigenvalue.

This also fixes the direction of the shifts. Number the eigenvalues $\varepsilon_0<\varepsilon_1<\cdots$. If $E_k<D/q$, then $E_k$ is the lower edge of the gap that holds $\varepsilon_k$, and the level has risen. If $E_k>D/q$, the extra singularity lies below it, so $E_k$ is the upper edge of that gap, and the level has fallen. The sign of $D-qE_k$ decides: the term $D$ raises the energy, while the larger norm lowers it in proportion to the energy itself.

To estimate the size of a shift, separate the term $n=k$ in $g$ and call the rest $g_{\rm r}$. Then $F=0$ reads
\begin{equation}
1+(D-\varepsilon q)g_{\rm r}(\varepsilon)=\frac{(D-\varepsilon q)\,w_k}{\varepsilon-E_k},
\end{equation}
or, solved for the shift,
\begin{equation}
\varepsilon-E_k=\frac{w_k\,(D-\varepsilon q)}{1+(D-\varepsilon q)\,g_{\rm r}(\varepsilon)} .
\label{shift}
\end{equation}
When $D$ and $q$ are both small, the denominator tends to one and $\varepsilon$ on the right may be replaced by $E_k$. To first order the shift is $w_k(D-qE_k)$.

\subsection*{(d) The lowest three roots}

For $a=1$ we have $\lambda=0.5$ and
\begin{equation}
w_0=0.606531,\quad w_1=0.303265,\quad w_2=0.075816,\quad w_3=0.012636,
\end{equation}
followed by $w_4=0.001580$ and $w_5=0.000158$. These six weights add up to $0.999986$. The point $D/q=2$ lies between $E_1=1.5$ and $E_2=2.5$. By part (c) the lowest three roots lie in
\begin{equation}
(0.5,\,1.5),\qquad(1.5,\,2),\qquad(2,\,2.5).
\end{equation}
The gap between $E_1$ and $E_2$ holds two eigenvalues, one pushed up from $E_1$ and one pushed down from $E_2$.

As a sample evaluation take $\varepsilon=0.8$. The first six terms of $g$ are
\begin{align}
g(0.8)&\approx\frac{0.606531}{-0.3}+\frac{0.303265}{0.7}+\frac{0.075816}{1.7}
+\frac{0.012636}{2.7}+\frac{0.001580}{3.7}+\frac{0.000158}{4.7}\nonumber\\
&\approx-2.02177+0.43324+0.04460+0.00468+0.00043+0.00003\nonumber\\
&=-1.53879 .
\end{align}
With $D-0.8\,q=0.6$ this gives $F(0.8)=1-0.6\times1.53879=0.0767$. Just above $0.5$ the function $F$ tends to $-\infty$, so the first root lies below $0.8$, and the small value of $F$ suggests that it is near.

One Newton step confirms this. The derivative is
\begin{equation}
F'(\varepsilon)=-q\,g(\varepsilon)+(D-\varepsilon q)\,g'(\varepsilon),\qquad
g'(\varepsilon)=\sum_n\frac{w_n}{(E_n-\varepsilon)^2}.
\end{equation}
At $0.8$ the same weights give $g'\approx7.386$, hence $F'\approx0.769+0.6\times7.386=5.201$. The improved estimate is
\begin{equation}
0.8-\frac{0.0767}{5.201}\approx0.785 .
\end{equation}

A bracketing root finder, started just inside the ends of each interval, completes the work. In the first interval $F$ runs from $-\infty$ to $+\infty$; in the second from $-\infty$ to $F(2)=1$; in the third from $1$ to $-\infty$. Each pair of ends has opposite signs. The roots, in units of $\hbar\omega$, are
\begin{equation}
\boxed{\varepsilon_0=0.785915,\qquad \varepsilon_1=1.572230,\qquad \varepsilon_2=2.483981}
\end{equation}

Substitution checks them. At a root the product $(D-\varepsilon q)g$ must equal $-1$:
\begin{align}
\varepsilon_0:&\quad 0.607043\times(-1.647331)=-1.00000,\nonumber\\
\varepsilon_1:&\quad 0.213885\times(-4.675412)=-1.00000,\\
\varepsilon_2:&\quad (-0.241991)\times4.132390=-1.00000.\nonumber
\end{align}
This tests the root finding but not the secular equation itself. For that, (\ref{gep}) was diagonalized directly on a real-space grid, which uses neither oscillator states nor $F$. The three eigenvalues agree with the roots to within $10^{-13}\,\hbar\omega$, as the numerical output shows.

Few terms of the series are needed. Three terms give $0.786460$, $1.572333$ and $2.484025$; six terms reproduce all the digits in the box. The truncated roots lie above the final ones for a reason. Keeping $N$ terms of $g$ amounts to solving (\ref{gep}) in the space of $\phi_0,\dots,\phi_{N-1}$, because projecting (\ref{source}) on these states gives the same equations with the sums cut at $N$. With $S$ positive definite, the variational principle then makes each ordered eigenvalue an upper bound.

The shifts from $E_0$, $E_1$, $E_2$ are $+0.2859$, $+0.0722$ and $-0.0160$, with the signs found in part (c). The first-order estimates are
\begin{equation}
w_0\times0.75=0.4549,\qquad w_1\times0.25=0.0758,\qquad w_2\times(-0.25)=-0.0190 .
\end{equation}
The second is close, but the first is much too large. Equation (\ref{shift}) shows why. At $\varepsilon_0$ the strength has dropped from $0.75$ to $0.607$, which reduces the numerator to $0.606531\times0.607043=0.3682$. The other levels contribute
\begin{equation}
g_{\rm r}=-1.647331-\frac{0.606531}{0.5-0.785915}=0.4740,
\end{equation}
so the denominator is $1+0.6070\times0.4740=1.2878$. The quotient $0.3682/1.2878=0.2859$ is the shift found. Both effects, the falling source strength and the mixing with higher levels, are appreciable here, and both reduce the shift. For the second level the closeness of the first-order estimate comes from a partial cancellation. The numerator falls from $0.0758$ to $0.303265\times0.213885=0.0649$, but $g_{\rm r}=-4.675412+0.303265/0.072230=-0.477$ makes the denominator $1-0.2139\times0.477=0.898$, and $0.0649/0.898=0.072$.

\subsection*{(e) The augmentation share of the norm}

Take $\psi=N(H_0-\varepsilon)^{-1}\beta$ with real $N$. The two parts of the norm are
\begin{equation}
\langle\psi|\psi\rangle=N^2\sum_n\frac{w_n}{(E_n-\varepsilon)^2}=N^2g'(\varepsilon),\qquad
q|\langle\beta|\psi\rangle|^2=N^2q\,g(\varepsilon)^2 .
\end{equation}
Setting $\langle\psi|S|\psi\rangle=1$ gives $N^2=1/(g'+q\,g^2)$. The augmentation share is
\begin{equation}
A=\frac{q\,g(\varepsilon)^2}{g'(\varepsilon)+q\,g(\varepsilon)^2}.
\end{equation}
For the lowest state $q\,g^2=0.5\times1.647331^2=1.3568$. The weights give $g'(\varepsilon_0)\approx8.0420$, so
\begin{equation}
A_0=\frac{1.3568}{8.0420+1.3568}=0.1444 .
\end{equation}
The other two shares are $A_1=0.1569$ and $A_2=0.0280$. In the first two states $14\%$ and $16\%$ of the norm are absent from the ordinary integral of $|\psi|^2$ and are supplied by $S$.

The share also measures the overlap with the projector, since $|\langle\beta|\psi\rangle|^2=A/q$ for a state normalized with $S$. For the lowest state this is $0.289$. The unperturbed $\phi_0$, normalized in the same way, would have $w_0/(1+q\,w_0)=0.606531/1.303265=0.465$. The mixing with higher levels has reduced the overlap of the state with the repulsive projector. In $\psi\propto\sum_n b_n\phi_n/(E_n-\varepsilon_0)$ the $\phi_0$ term is negative and all others are positive, so their contributions to $\langle\beta|\psi\rangle$ partly cancel.

\subsection*{(f) Two comparisons}

\emph{No augmentation charge.} For $q=0$ and $D>0$ the function $h=g+1/D$ still rises between its singularities, which are now the $E_n$ alone. Each gap $(E_n,E_{n+1})$ holds one root, and every level rises. For $D=1$ the lowest three roots are
\begin{equation}
0.891170,\qquad1.924396,\qquad2.660038 .
\end{equation}
All three exceed those for $q=0.5$. To see that this must be so, differentiate $\langle\psi|H-\varepsilon S|\psi\rangle=0$ with respect to $q$, where $H=H_0+D|\beta\rangle\langle\beta|$. The changes of $\psi$ drop out because $(H-\varepsilon S)\psi=0$, and
\begin{equation}
-\frac{d\varepsilon}{dq}\,\langle\psi|S|\psi\rangle-\varepsilon\,|\langle\beta|\psi\rangle|^2=0
\quad\Longrightarrow\quad
\frac{d\varepsilon}{dq}=-\varepsilon\,\frac{|\langle\beta|\psi\rangle|^2}{\langle\psi|S|\psi\rangle}.
\end{equation}
With $D>0$ the operator $H$ is positive, so $\varepsilon>0$ and no eigenvalue can rise as $q$ grows. The second level is the most affected of the three: it drops by $1.924396-1.572230=0.352$.

\emph{No displacement.} At $a=0$ the projector is $\phi_0$ itself, so $w_0=1$ and all other weights vanish. The secular equation becomes
\begin{equation}
1+\frac{D-\varepsilon q}{\frac12-\varepsilon}=0
\;\Longrightarrow\;
\tfrac12-\varepsilon+D-\varepsilon q=0
\;\Longrightarrow\;
\varepsilon=\frac{\frac12+D}{1+q}.
\end{equation}
For $D=1$ and $q=0.5$ this is $1.5/1.5=1$. It is the only root of $F$, but not the only eigenvalue. The states $\phi_1,\phi_2,\dots$ are orthogonal to the projector and keep their energies $1.5,\,2.5,\dots$ These have $c=0$, the case excluded in part (a) by the displacement. Direct diagonalization on the grid gives the lowest three eigenvalues $1$, $1.5$ and $2.5$, in agreement. A search for roots of $F$ alone would miss all but the first.

\section*{Computed results}
\begin{verbatim}
Energies in hbar*omega, lengths in sqrt(hbar/(m*omega))
displacement a = 1.0 (length)
D = 1.0 (energy), q = 0.5 (dimensionless)
lambda = a^2/2 = 0.50 (dimensionless)
D/q = 2.00 (energy)
weight w_0 = 0.606531 (dimensionless)
weight w_1 = 0.303265 (dimensionless)
weight w_2 = 0.075816 (dimensionless)
weight w_3 = 0.012636 (dimensionless)
weight w_4 = 0.001580 (dimensionless)
weight w_5 = 0.000158 (dimensionless)
sum of first six weights = 0.999986
eps = 0.8 (energy): g = -1.538792 (1/energy), F = 0.076725
eps = 0.9 (energy): g = -0.958164 (1/energy), F = 0.473010
eps = 1.0 (energy): g = -0.550443 (1/energy), F = 0.724778
root 1: bracket (0.5, 1.5), eps = 0.78591466 (energy)
  grid eigenvalue = 0.78591466 (energy)
  shift from E_0 = +0.285915, first order = +0.454898 (energy)
  D - eps q = 0.607043 (energy), g = -1.647331 (1/energy)
  augmentation share of norm = 0.144364
root 2: bracket (1.5, 2.0), eps = 1.57223018 (energy)
  grid eigenvalue = 1.57223018 (energy)
  shift from E_1 = +0.072230, first order = +0.075816 (energy)
  D - eps q = 0.213885 (energy), g = -4.675412 (1/energy)
  augmentation share of norm = 0.156863
root 3: bracket (2.0, 2.5), eps = 2.48398144 (energy)
  grid eigenvalue = 2.48398144 (energy)
  shift from E_2 = -0.016019, first order = -0.018954 (energy)
  D - eps q = -0.241991 (energy), g = 4.132390 (1/energy)
  augmentation share of norm = 0.028041
3 terms in g: roots = 0.786460, 1.572333, 2.484025 (energy)
4 terms in g: roots = 0.785964, 1.572239, 2.483984 (energy)
6 terms in g: roots = 0.785915, 1.572230, 2.483981 (energy)
8 terms in g: roots = 0.785915, 1.572230, 2.483981 (energy)
q = 0, same D: roots = 0.891170, 1.924396, 2.660038 (energy)
largest root-grid difference = 3.1e-14 (energy)
\end{verbatim}
